**Annealing a Gaussian implant at constant diffusivity**

On an infinite line, a Gaussian implant of dose Q, mean depth Rp and straggle σ0 stays Gaussian under constant diffusivity D, and after a time t its variance is σ0² + 2Dt. The program evolves profiles with a finite-volume diffusion solver that does not use this solution, and asserts agreement with it in profile, dose, mean, variance and kurtosis. For the 300 nm deep example the variance rises by 1800 nm², and the largest profile error is 2.4×10⁻⁶ of the peak. It also asserts that a box profile gains the same variance without becoming Gaussian, and that a diffusivity ramped in time gives the Gaussian set by its time integral. With a diffusivity that grows with concentration, the asserted failure of both the shape and the variance law appears as a rise of 2325 nm² and an excess kurtosis of −0.228. For a reflecting surface the program asserts the pointwise error bound, the excess-dose formula and the 2Dt rise of ⟨x²⟩ measured from the surface. The variance then rises by 1799.96 nm² for the implant at 300 nm, but by 1307.87 nm² for one at 100 nm.

## Numerical verification

```python
# Result under test: a Gaussian implant annealed with constant diffusivity D
# on an infinite line stays Gaussian, keeps its dose and mean depth, and has
# variance sigma0^2 + 2 D t.  A reflecting surface at x = 0 spoils this unless
# the mean depth is much larger than the final width.
# Symbols: x depth (nm), sigma0 initial straggle (nm), D diffusivity,
# t anneal time (s).  Profiles are per unit dose (1/nm) inside the solver.
import numpy as np
from scipy.special import erfc

NM_PER_CM = 1.0e7
dose_cm2 = 1.0e14
deep_range = 300.0
shallow_range = 100.0
sigma0 = 50.0
D_cm2 = 2.5e-15
anneal_time = 3600.0
D = D_cm2 * NM_PER_CM**2          # nm^2/s
added_variance = 2 * D * anneal_time
sigma_t = np.sqrt(sigma0**2 + added_variance)

cell = 1.0                        # nm
steps = 4500
x_line = np.arange(-600.0, 1200.0, cell) + cell / 2
inside = x_line > 0
x_half = x_line[inside]


def gaussian(x, mean, sigma):
    return np.exp(-(x - mean)**2 / (2 * sigma**2)) / (np.sqrt(2 * np.pi) * sigma)


def constant_D(time, face_value):
    return D


def anneal(start, diffusivity=constant_D):
    """Explicit finite-volume diffusion with no flux through either end."""
    c = start.copy()
    dt = anneal_time / steps
    for n in range(steps):
        face_value = 0.5 * (c[1:] + c[:-1])
        d_face = diffusivity((n + 0.5) * dt, face_value)
        moved = -d_face * (c[1:] - c[:-1]) * dt / cell**2
        c[:-1] -= moved
        c[1:] += moved
    return c


def moments(x, c):
    """Content, mean, variance and excess kurtosis."""
    content = np.sum(c) * cell
    weight = c * cell / content
    mean = np.sum(weight * x)
    variance = np.sum(weight * (x - mean)**2)
    kurtosis = np.sum(weight * (x - mean)**4) / variance**2 - 3
    return content, mean, variance, kurtosis


def transform(x, c, k):
    return np.sum(c * np.exp(-1j * k * x)) * cell


# Infinite line: the domain ends lie many widths from the implant.
start = gaussian(x_line, deep_range, sigma0)
final = anneal(start)
predicted = gaussian(x_line, deep_range, sigma_t)
profile_error = np.max(np.abs(final - predicted)) / np.max(predicted)
content, mean, variance, kurtosis = moments(x_line, final)
line_rise = variance - moments(x_line, start)[2]
assert profile_error < 1e-5       # grid error of the solver is a few 1e-6
assert abs(content - 1) < 1e-9
assert abs(mean - deep_range) < 1e-6
assert abs(line_rise / added_variance - 1) < 1e-6
assert abs(kurtosis) < 1e-4
assert sigma_t - sigma0 < np.sqrt(added_variance)

# Box profile: same variance rise, but not a Gaussian; Fourier decay law.
box = np.where(np.abs(x_line - deep_range) < 87, 1.0, 0.0)
box /= np.sum(box) * cell
box_final = anneal(box)
box_start_moments = moments(x_line, box)
box_moments = moments(x_line, box_final)
box_rise = box_moments[2] - box_start_moments[2]
assert abs(box_rise / added_variance - 1) < 1e-6
assert box_moments[3] < -0.1
for k in (0.01, 0.02, 0.03):
    ratio = transform(x_line, box_final, k) / transform(x_line, box, k)
    assert abs(ratio - np.exp(-D * k**2 * anneal_time)) < 1e-4
    formula = np.exp(-1j * k * deep_range - k**2 * sigma0**2 / 2)
    assert abs(transform(x_line, start, k) - formula) < 1e-9

# Diffusivity rising linearly in time from 0 to 2D: same integral over time.
ramp_final = anneal(start, lambda time, c: 2 * D * time / anneal_time)
ramp_error = np.max(np.abs(ramp_final - predicted)) / np.max(predicted)
assert ramp_error < 1e-4

# Diffusivity D (1 + C / initial peak): Gaussian shape and 2Dt law both fail.
start_peak = 1 / (np.sqrt(2 * np.pi) * sigma0)
nonlinear = anneal(start, lambda time, c: D * (1 + c / start_peak))
nonlinear_moments = moments(x_line, nonlinear)
nonlinear_rise = nonlinear_moments[2] - moments(x_line, start)[2]
assert nonlinear_rise > 1.1 * added_variance
assert nonlinear_moments[3] < -0.05

# Reflecting surface at x = 0, for a deep and a shallow implant.
surface = {}
for name, depth in (("deep", deep_range), ("shallow", shallow_range)):
    whole_start = gaussian(x_line, depth, sigma0)
    whole = anneal(whole_start)
    half_start = whole_start[inside]
    half = anneal(half_start)
    excess = half - whole[inside]
    mirrored = whole[~inside][::-1]            # value at -x for x > 0
    near = excess[:mirrored.size]
    assert np.min(excess) > -1e-14             # rounding only
    assert np.all(near <= mirrored + 1e-14)
    tail_start = 0.5 * erfc(depth / (np.sqrt(2) * sigma0))
    tail_final = 0.5 * erfc(depth / (np.sqrt(2) * sigma_t))
    excess_dose = np.sum(excess) * cell
    # grid error in the far tail is below one part in a thousand
    assert abs(excess_dose / (tail_final - tail_start) - 1) < 5e-3
    m0 = moments(x_half, half_start)
    m1 = moments(x_half, half)
    raw_rise = (m1[2] + m1[1]**2) - (m0[2] + m0[1]**2)
    assert abs(raw_rise / added_variance - 1) < 1e-6
    surface[name] = dict(tail_start=tail_start, tail_final=tail_final,
                         excess=excess_dose, rise=m1[2] - m0[2],
                         raw=raw_rise, mean0=m0[1], mean1=m1[1],
                         ratio=depth / sigma_t)
assert abs(surface["deep"]["rise"] / added_variance - 1) < 1e-3
assert surface["shallow"]["rise"] < 0.9 * added_variance

peak_start = dose_cm2 * start_peak * NM_PER_CM
peak_final = dose_cm2 * NM_PER_CM / (np.sqrt(2 * np.pi) * sigma_t)
surface_final = peak_final * np.exp(-deep_range**2 / (2 * sigma_t**2))

print(f"dose Q = {dose_cm2:.1e} cm^-2")
print(f"projected range Rp = {deep_range:.0f} nm")
print(f"initial straggle sigma0 = {sigma0:.0f} nm")
print(f"diffusivity D = {D_cm2:.2e} cm^2/s = {D:.3f} nm^2/s")
print(f"anneal time t = {anneal_time:.0f} s")
print(f"initial variance = {sigma0**2:.0f} nm^2")
print(f"2Dt = {added_variance:.1f} nm^2")
print(f"final variance, formula = {sigma_t**2:.1f} nm^2")
print(f"final sigma, formula = {sigma_t:.2f} nm")
print(f"sqrt(2Dt) = {np.sqrt(added_variance):.2f} nm")
print(f"increase of sigma = {sigma_t - sigma0:.2f} nm")
print(f"initial peak = {peak_start:.3e} cm^-3")
print(f"final peak = {peak_final:.3e} cm^-3")
print(f"final/initial peak = {peak_final / peak_start:.4f}")
print(f"final Gaussian at x=0 = {surface_final:.2e} cm^-3")
print(f"solver: variance rise = {line_rise:.3f} nm^2")
print(f"solver: mean depth = {mean:.3f} nm")
print(f"solver: largest profile error / peak = {profile_error:.1e}")
print(f"solver: excess kurtosis = {kurtosis:.1e}")
print(f"ramped D: largest profile error / peak = {ramp_error:.1e}")
print(f"box: initial variance = {box_start_moments[2]:.1f} nm^2")
print(f"box: variance rise = {box_rise:.3f} nm^2")
print(f"box: initial excess kurtosis = {box_start_moments[3]:.3f}")
print(f"box: final excess kurtosis = {box_moments[3]:.3f}")
print(f"D(C): variance rise = {nonlinear_rise:.1f} nm^2")
print(f"D(C): excess kurtosis = {nonlinear_moments[3]:.3f}")
print(f"shallow implant range = {shallow_range:.0f} nm")
for name, s in surface.items():
    print(f"{name}: Rp / final sigma = {s['ratio']:.3f}")
    print(f"{name}: initial Gaussian fraction at x<0 = {s['tail_start']:.2e}")
    print(f"{name}: final Gaussian fraction at x<0 = {s['tail_final']:.2e}")
    print(f"{name}: excess dose fraction, solver = {s['excess']:.2e}")
    print(f"{name}: mean depth before = {s['mean0']:.3f} nm")
    print(f"{name}: mean depth after = {s['mean1']:.3f} nm")
    print(f"{name}: rise of <x^2> = {s['raw']:.2f} nm^2")
    print(f"{name}: variance rise with surface = {s['rise']:.2f} nm^2")
print("verified")
```

It prints:

```
dose Q = 1.0e+14 cm^-2
projected range Rp = 300 nm
initial straggle sigma0 = 50 nm
diffusivity D = 2.50e-15 cm^2/s = 0.250 nm^2/s
anneal time t = 3600 s
initial variance = 2500 nm^2
2Dt = 1800.0 nm^2
final variance, formula = 4300.0 nm^2
final sigma, formula = 65.57 nm
sqrt(2Dt) = 42.43 nm
increase of sigma = 15.57 nm
initial peak = 7.979e+18 cm^-3
final peak = 6.084e+18 cm^-3
final/initial peak = 0.7625
final Gaussian at x=0 = 1.73e+14 cm^-3
solver: variance rise = 1800.000 nm^2
solver: mean depth = 300.000 nm
solver: largest profile error / peak = 2.4e-06
solver: excess kurtosis = -1.9e-05
ramped D: largest profile error / peak = 7.3e-06
box: initial variance = 2522.9 nm^2
box: variance rise = 1800.000 nm^2
box: initial excess kurtosis = -1.200
box: final excess kurtosis = -0.409
D(C): variance rise = 2325.1 nm^2
D(C): excess kurtosis = -0.228
shallow implant range = 100 nm
deep: Rp / final sigma = 4.575
deep: initial Gaussian fraction at x<0 = 9.87e-10
deep: final Gaussian fraction at x<0 = 2.38e-06
deep: excess dose fraction, solver = 2.38e-06
deep: mean depth before = 300.000 nm
deep: mean depth after = 300.000 nm
deep: rise of <x^2> = 1800.00 nm^2
deep: variance rise with surface = 1799.96 nm^2
shallow: Rp / final sigma = 1.525
shallow: initial Gaussian fraction at x<0 = 2.28e-02
shallow: final Gaussian fraction at x<0 = 6.36e-02
shallow: excess dose fraction, solver = 4.09e-02
shallow: mean depth before = 102.762 nm
shallow: mean depth after = 105.129 nm
shallow: rise of <x^2> = 1800.00 nm^2
shallow: variance rise with surface = 1307.87 nm^2
verified
```
